# Gap closings and Z2 index of a thin topological-insulator film

## Problem

A film fills $0<z<L$. Its bands near the zone centre follow the four-band model

$$H=(M-Bk_z^2-B_\parallel k_\parallel^2)\,\tau_z+Ak_z\,\tau_x\sigma_z+A_\parallel\tau_x(k_x\sigma_x+k_y\sigma_y),\qquad k_z=-i\partial_z .$$

Here $\tau$ acts on two orbitals of opposite parity, $\sigma$ acts on spin, and $k_\parallel^2=k_x^2+k_y^2$. All five parameters are positive. The matrix $\tau_y$ anticommutes with every term, so the spectrum is symmetric about zero energy (particle-hole symmetric). The walls are hard: $\psi=0$ at $z=0$ and $z=L$. The Fermi level is at zero energy.

At which thicknesses does the gap at $k_\parallel=0$ close, does it change sign there, and what is the two-dimensional $Z_2$ index in between? Evaluate the answer for $M=0.3$ eV, $A=0.2$ eV nm, $B=0.1$ eV nm², $A_\parallel=0.4$ eV nm and $B_\parallel=0.5$ eV nm².

## A tempting solution

Confinement makes standing waves $\sin(n\pi z/L)$. The term $Ak_z$ has zero expectation value in each of them, so drop it. The subbands at $k_\parallel=0$ are then

$$E_{n,\pm}=\pm\left(M-\frac{Bn^2\pi^2}{L^2}\right),$$

with the sign given by $\tau_z$. Subband $n$ inverts at $L=n\pi\sqrt{B/M}$, which is 1.81, 3.63, 5.44 nm and so on. Each inversion exchanges two states of opposite parity, so the index alternates, whatever the value of $A$.

## Where it fails

A zero expectation value removes only the first-order effect. The operator $k_z$ connects standing waves of opposite parity, and $\tau_x$ switches the orbital. The state ($n=1$, $\tau_z=+1$) is therefore coupled to ($n=2$, $\tau_z=-1$) with strength

$$A\,\frac2L\int_0^L\sin\frac{2\pi z}{L}\,\frac{\pi}{L}\cos\frac{\pi z}{L}\,dz=\frac{8A}{3L}.$$

At the supposed first closing, $\pi^2/L^2=M/B$. The first state is at zero and the second at $-M+4M=3M$. In second-order perturbation theory this coupling alone pushes the first state down by

$$\frac{(8A/3L)^2}{3M}=\frac{64A^2}{27\pi^2B}=0.24\,\frac{A^2}{MB}\,M .$$

For the given numbers $A^2/MB=1.33$, and this estimate of the shift is $0.32M$; exact diagonalization gives $0.28M$. The level is not at zero, and the closing has moved to a thicker film. Since the neglected effect is governed by $A^2/MB$, a large value might remove the closings altogether. The term must be kept in full.

## Solution

### Symmetry at the zone centre

At $k_\parallel=0$ the spins decouple. For spin up,

$$h=(M+B\partial_z^2)\tau_z-iA\tau_x\partial_z ,$$

and time reversal supplies a spin-down partner at the same energy. Let $R$ send $z$ to $L-z$. The parity $P=\tau_zR$ commutes with $h$: in the second term $R$ reverses $\partial_z$ and $\tau_z$ reverses $\tau_x$. The matrix $\tau_y$ anticommutes with $h$ and also with $P$. An even state at energy $E$ therefore has an odd partner at $-E$.

In a very thin film the $B/L^2$ energies outweigh the $A/L$ couplings, so the uncoupled subbands are adequate. Since $\sin(n\pi z/L)$ acquires $(-1)^{n+1}$ under $R$, the top valence state ($n=1$, $\tau_z=+1$) is even and the lowest conduction state ($n=1$, $\tau_z=-1$) is odd. Follow these two levels, each by its rank within its own parity sector, and define

$$\Delta=E_{\rm odd}-E_{\rm even}=-2E_{\rm even}.$$

This is positive in the thin film and can vanish only if there is a state at zero energy.

### Zero-energy states

Multiply $h\psi=0$ by $\tau_z$. Since $\tau_z\tau_x=i\tau_y$, the factor in front of the first derivative is $-iA(i\tau_y)=A\tau_y$:

$$B\psi''+A\tau_y\psi'+M\psi=0 .$$

Write $\psi=\varphi\chi_s$ with $\tau_y\chi_s=s\chi_s$, $s=\pm1$. Then $B\varphi''+sA\varphi'+M\varphi=0$, and $\varphi=e^{\lambda z}$ gives

$$\lambda=-s\kappa\pm\sqrt{\kappa^2-\frac MB},\qquad \kappa=\frac{A}{2B}.$$

If $A^2<4MB$, the root is imaginary. With $q^2=M/B-\kappa^2>0$, the solution that vanishes at $z=0$ is

$$\varphi_s=N_se^{-s\kappa z}\sin qz .$$

It vanishes at the second wall if and only if

$$L=L_n=\frac{n\pi}{q}=\frac{n\pi}{\sqrt{M/B-A^2/4B^2}},\qquad n=1,2,\dots$$

If $A^2>4MB$, the sine becomes a hyperbolic sine; at equality it becomes $z$. Neither has a second zero, so the gap never closes. For $A\to0$ the tempting answer $n\pi\sqrt{B/M}$ returns.

### The sign change

A zero of $\Delta$ could be a touching without a crossing, so the slope is needed. Differentiate $h\psi=E\psi$ with respect to $L$, writing $\psi_L=\partial\psi/\partial L$:

$$h\psi_L=\frac{dE}{dL}\psi+E\psi_L .$$

Take the inner product with the normalized $\psi$ and integrate by parts. Since $\psi=0$ at both walls, one boundary term survives:

$$\frac{dE}{dL}=\langle\psi|h\psi_L\rangle-\langle h\psi|\psi_L\rangle=-B\left[\psi'^\dagger\tau_z\psi_L\right]_0^L .$$

At $z=0$, $\psi_L=0$. At the moving wall, differentiating $\psi(L;L)=0$ gives $\psi_L=-\psi'$. Hence

$$\frac{dE}{dL}=B\,\psi'(L)^\dagger\tau_z\psi'(L).$$

At $L_n$ there are two spin-up zero modes, $s=\pm1$. Choose phases so that $\tau_z\chi_\pm=\chi_\mp$, and take $N_\pm>0$. Because $\sin(n\pi-qz)=(-1)^{n+1}\sin qz$,

$$R\varphi_+=(-1)^{n+1}N_+e^{-\kappa L}e^{\kappa z}\sin qz=(-1)^{n+1}\varphi_- ,$$

where $N_-=N_+e^{-\kappa L}$, since $R$ preserves the norm. The even state is

$$\psi=\frac{1}{\sqrt2}\left[\varphi_+\chi_++(-1)^{n+1}\varphi_-\chi_-\right].$$

At the wall $\varphi_\pm'(L)=(-1)^nqN_\pm e^{\mp\kappa L}$, so $\varphi_+'\varphi_-'=q^2N_+N_-$. As $\tau_z$ connects $\chi_+$ with $\chi_-$, the two cross terms add:

$$\frac{dE_{\rm even}}{dL}=(-1)^{n+1}Bq^2N_+N_- .$$

For the normalization use $\sin^2qz=\tfrac12(1-\cos2qz)$ and $qL=n\pi$:

$$\frac1{N_+^2}=\frac{1-e^{-2\kappa L}}2\left[\frac1{2\kappa}-\frac{2\kappa}{4\kappa^2+4q^2}\right]=\frac{(1-e^{-2\kappa L})\,q^2B}{4\kappa M},$$

where $\kappa^2+q^2=M/B$. Then

$$N_+N_-=N_+^2e^{-\kappa L}=\frac{4\kappa M}{q^2B}\,\frac{1}{e^{\kappa L}-e^{-\kappa L}}=\frac{2\kappa M}{q^2B\sinh\kappa L}.$$

With $2\kappa=A/B$ and $\Delta=-2E_{\rm even}$,

$$\left.\frac{d\Delta}{dL}\right|_{L_n}=(-1)^n\frac{2AM}{B\sinh(\kappa L_n)} .$$

The slope is nonzero and alternates. One even level rises through zero at $L_1$, one falls at $L_2$, and so on. The number of negative even levels thus drops by one and then recovers, so by rank it is the same level each time. The signed gap $\Delta$ changes sign at every $L_n$.

### Thick films

Let $u=Ne^{-\kappa z}\sin(qz)\,\chi_+$ be the zero mode of the left wall alone. Letting $L\to\infty$ in the normalization gives $N^2=4\kappa M/(Bq^2)$. The film state $\psi$ vanishes at both walls and $u$ at the left one, so integration by parts gives

$$E\langle u|\psi\rangle=\langle u|h\psi\rangle-\langle hu|\psi\rangle=B\,u(L)^\dagger\tau_z\psi'(L).$$

To leading order in $e^{-\kappa L}$, the even state is $\psi\approx(u+Pu)/\sqrt2$ and $\langle u|\psi\rangle\approx1/\sqrt2$. The matrix $\tau_z$ selects the $\chi_-$ part of $\psi'(L)$, which comes from $Pu$ and equals $-Nq/\sqrt2$. Hence $E_{\rm even}\approx-BN^2q\,e^{-\kappa L}\sin qL$, and

$$\Delta\approx\frac{4AM}{Bq}\,e^{-\kappa L}\sin qL .$$

The surface states decay into the film and oscillate as they do so. The decay sets the envelope of the gap, and the oscillation sets its sign and its zeros.

### Away from the zone centre

For $k_\parallel\ne0$ the last term of $H$ anticommutes with the others: $\tau_x$ anticommutes with $\tau_z$, and $\sigma_{x,y}$ with $\sigma_z$. Squaring $H$ removes the cross terms:

$$E^2=\varepsilon^2+A_\parallel^2k_\parallel^2 ,$$

where $\varepsilon$ is a level of $h$ with $M$ replaced by $M-B_\parallel k_\parallel^2$. The film can close only at $k_\parallel=0$.

### The index

A $Z_2$ index needs a closed Brillouin zone. Replace $k_{x,y}$ by $\sin(k_{x,y}a)/a$ and $k_\parallel^2$ by $2(2-\cos k_xa-\cos k_ya)/a^2$, with $4B_\parallel/a^2>M$. The in-plane term then vanishes at the four time-reversal-invariant momenta, and at the three away from the centre the mass replacing $M$ is negative.

With inversion symmetry, $(-1)^\nu$ is the product over these four momenta of the parities of the occupied Kramers pairs, one factor per pair. A zero mode requires a mass equal to $B(\kappa^2+n^2\pi^2/L^2)$, which is positive. The three outer momenta therefore have no crossing at any thickness. For $L<L_1$ the centre can also be taken to negative mass without a crossing. All four momenta then have the same occupied parities, and $\nu=0$.

Each closing at the centre replaces an occupied even Kramers pair by an odd one, or the reverse. The product changes sign, so for $L\neq L_n$

$$\nu=\left\lfloor\frac{qL}{\pi}\right\rfloor\bmod2\qquad(A^2<4MB).$$

For $A^2\ge4MB$, $\nu=0$ at every thickness.

The mirror operation $\tau_z\sigma_zR$ gives a second route. It commutes with $H$, and time reversal exchanges its two sectors, so the Chern number of one sector has the parity of $\nu$. Summing the Berry flux over a momentum mesh with $a=1$ nm gives $0,-1,0,-1$ at $L=1.5$, 2.9, 5.1 and 7.3 nm, in agreement with the formula.

## Numbers

Here $A^2=0.04$ and $4MB=0.12$ eV² nm², so closings occur. The constants are $\kappa=0.2/0.2=1$ nm⁻¹ and $q=\sqrt{3-1}=1.414$ nm⁻¹, and the spacing of the closings is $\pi/q=2.22$ nm. They lie at 2.22, 4.44, 6.66 and 8.89 nm. The slope at the first is $-1.2/\sinh(2.22)=-0.263$ eV/nm.

The gaps below come from diagonalizing $h$ in polynomials that vanish at the walls. At 42 thicknesses from 0.8 to 9 nm, $|\Delta|$ was the whole gap at the zone centre. The last two columns belong to a layered model discussed below.

| $L$ (nm) or layers | $\Delta$ (meV) | $\nu$ | layered gap (meV) | layered $\nu$ |
|---|---|---|---|---|
| 1 | 1508 | 0 | 200 | 1 |
| 2 | 74.3 | 0 | 82.8 | 0 |
| 3 | −75.9 | 1 | 38.8 | 1 |
| 4 | −18.3 | 1 | 19.0 | 0 |
| 5 | 8.1 | 0 | 9.4 | 1 |
| 6 | 3.4 | 0 | 4.7 | 0 |
| 7 | −0.71 | 1 | 2.3 | 1 |
| 8 | −0.54 | 1 | 1.2 | 0 |

The tempting solution gives the wrong index at 2, 4, 6 and 8 nm. There it counts one, two, three and four inverted subbands, and so gives $\nu=1,0,1,0$ instead of $0,1,0,1$.

The thick-film law has prefactor $0.24/0.1414=1.70$ eV. At 3.33 nm it gives $-60.6$ meV against $-61.2$ meV from diagonalization. The largest gaps between successive closings are 76.8, 8.3 and 0.90 meV. They shrink by about $e^{-\kappa\pi/q}=0.11$ each time, as the law requires. With $k_BT=25.9$ meV at 300 K, only the first of these exceeds the thermal energy.

Raising $A$ to 0.4 eV nm makes $A^2=0.16$ eV² nm², above the threshold. In a scan from 0.8 to 8 nm $\Delta$ then stays positive, with a smallest value of 0.81 meV.

## Beside real Bi2Se3

The parameters are round values in the rough regime of fits to Bi2Se3, and such fits differ among themselves. Measured gaps in films of a few layers decrease with thickness and are roughly 0.1 eV at three layers, the same order as the model's 76 meV. One assumption that clearly fails is the continuum along $z$. One structural layer is about $c=1$ nm thick, so $qc=1.4$, whereas an expansion in $k_z$ needs $qc\ll1$.

To see the consequence, replace $k_z^2$ by $2(1-\cos k_zc)/c^2$ and $k_z$ by $\sin(k_zc)/c$. The zero-mode equation for layer $j$ and $s=+1$ becomes

$$m\varphi_j+(b+g)\varphi_{j+1}+(b-g)\varphi_{j-1}=0,$$

with $m=M-2B/c^2$, $b=B/c^2$ and $g=A/2c$. For these parameters all three equal 0.1 eV. The last term drops out, the matrix $T$ of this equation is triangular, and for $N$ layers $\det T=m^N$.

An even state has the form $f\chi_++(Rf)\chi_-$, and its energy obeys $RTf=Ef$. A change in the sign of $\det T$ therefore means that the number of negative even levels has changed by an odd number. Going from negative $m$, the trivial case, to positive $m$ multiplies $\det T$ by the sign $(-1)^N$. Hence $\nu=N\bmod2$: the index alternates with every layer, as the table shows. The index still changes with thickness in this variant, but at different thicknesses. The table sets $N$ layers beside $L=Nc$; the lattice wavefunction vanishes at sites $0$ and $N+1$, so its walls are really $(N+1)c$ apart, and the two sequences disagree with either alignment. For general $b$ the determinants obey $\det T_N=m\det T_{N-1}-(b^2-g^2)\det T_{N-2}$, and for $m>0$ they stay positive as long as $m^2\ge4(b^2-g^2)$. With the other parameters fixed, the strict layer-by-layer alternation therefore holds for $B\le0.108$ eV nm² and breaks just above: raising $B$ from 0.10 to 0.11 eV nm² gives $\nu=1,0,1,0,1,1,0,1,0,1$ for one to ten layers. Neither the continuum sequence nor the layered one is therefore a prediction for Bi2Se3.

Particle-hole asymmetry shifts the closings and, if large enough, removes them. Add $Dk_z^2$ with $|D|<B$ and look for states at $E=DM/B$. For a wave of wavenumber $k$ and spinor $w$,

$$\left[\left(\frac MB-k^2\right)(B\tau_z-D)+Ak\tau_x\right]w=0 .$$

Put $\mu=(M/B-k^2)/k$. The determinant condition is $\mu^2(B^2-D^2)=-A^2$. For each of the two values of $\mu$, both roots $k$ share one spinor, so they can again be combined to vanish at the walls. With $k=-i\lambda$ the earlier equation for $\lambda$ returns, with $A/B$ replaced by $A/\sqrt{B^2-D^2}$. Closings now require $A^2<4MB(1-D^2/B^2)$. For $D=0.02$ eV nm² the first moves by only 0.024 nm, to 2.245 nm. For $D=0.07$ eV nm² it moves to 3.08 nm, and above $D=0.082$ eV nm² no closing is left. Fits to Bi2Se3 differ widely in $D/B$, so this matters: with $M=0.28$ eV, $A=0.226$ eV nm and $B=0.0686$ eV nm² the first closing lies at 2.69 nm for $D=0$, while for $D=0.0574$ eV nm² there is none.

A potential drop across the film breaks inversion symmetry, so the parity formula no longer applies directly. At 3 nm, a linear drop of 100 meV changes the smallest direct gap from 75.9 to 75.3 meV. The gap stays open at each of the five drops computed from 0 to 100 meV, which gives no sign of a change of index at this thickness. Films just above a closing thickness are less robust: the gap closes at finite $k_\parallel$ for a drop of about 0.1 eV at 6.75 nm and about 0.2 eV at 7 nm.
